# Norm deficit of a pseudized hydrogen 1s function: a program that tests the result

```python
"""
Norm deficit of a pseudized hydrogen 1s function (Rydberg atomic units).

Result under test: u = 2 r exp(-r) is replaced inside R = 1 bohr by
a r + b r^3 with the same value and slope at R. Then
    a = 3/e, b = -1/e,
    q = integral_0^R (u^2 - pseudo^2) dr = 1 - 243/(35 e^2).
The program also tests what q does: an overlap operator
S = 1 + |beta> q <beta| restores the energy derivative of the logarithmic
derivative L = u'(R)/u(R), which is wrong if q is dropped.
Radial equation: -u'' + V u = E u, with V = -2/r for hydrogen.
"""
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import hyp1f1

R = 1.0
E0 = -1.0
V_LOC = -2.0


def u_true(r):
    return 2.0 * r * np.exp(-r)


# Matching from numerical values of the true function
step = 1e-4
value_R = u_true(R)
slope_R = (u_true(R + step) - u_true(R - step)) / (2 * step)
a_num, b_num = np.linalg.solve([[R, R**3], [1.0, 3 * R**2]],
                               [value_R, slope_R])
a, b = 3 / np.e, -1 / np.e
assert abs(a_num - a) < 1e-7 and abs(b_num - b) < 1e-7


def u_pseudo_inner(r):
    return a_num * r + b_num * r**3


# Norms and deficit from their definitions
norm_true = quad(lambda r: u_true(r)**2, 0, R, epsabs=1e-13)[0]
norm_pseudo = quad(lambda r: u_pseudo_inner(r)**2, 0, R, epsabs=1e-13)[0]
norm_outer = quad(lambda r: u_true(r)**2, R, np.inf, epsabs=1e-12)[0]
q_num = norm_true - norm_pseudo
q_closed = 1 - 243 / (35 * np.e**2)
assert abs(norm_true - (1 - 5 / np.e**2)) < 1e-11
assert abs(norm_pseudo - 68 / (35 * np.e**2)) < 1e-7
assert abs(q_num - q_closed) < 1e-7
full_pseudo_norm = norm_pseudo + norm_outer
assert abs(full_pseudo_norm - (1 - q_closed)) < 1e-7
grid = np.linspace(0.01, 0.99, 99)
assert np.all(u_pseudo_inner(grid) < u_true(grid))

# Second derivatives at R, by differences of each function
h2 = 1e-3
curv_true = (u_true(R + h2) - 2 * u_true(R) + u_true(R - h2)) / h2**2
curv_pseudo = (u_pseudo_inner(R + h2) - 2 * u_pseudo_inner(R)
               + u_pseudo_inner(R - h2)) / h2**2
assert abs(curv_true + 2 / np.e) < 1e-5
assert abs(curv_pseudo + 6 / np.e) < 1e-5


# Projector: closed form against its definition
def chi_from_definition(r):
    second = (u_pseudo_inner(r + h2) - 2 * u_pseudo_inner(r)
              + u_pseudo_inner(r - h2)) / h2**2
    return (E0 - V_LOC) * u_pseudo_inner(r) + second


def beta(r):
    return 7 * np.e / 20 * (3 * r + r**3)


B_num = quad(lambda r: u_pseudo_inner(r) * chi_from_definition(r), 0, R)[0]
B = -20 / (7 * np.e**2)
assert abs(B_num - B) < 1e-6
assert np.max(np.abs(chi_from_definition(grid) / B_num - beta(grid))) < 1e-5
beta_overlap = quad(lambda r: beta(r) * u_pseudo_inner(r), 0, R)[0]
assert abs(beta_overlap - 1) < 1e-6
generalized_norm = full_pseudo_norm + q_closed * beta_overlap**2
assert abs(generalized_norm - 1) < 1e-6


def inner_true(E):
    """Regular Coulomb solution and its slope at R."""
    k = np.sqrt(-E)
    c = 1 - 1 / k
    z = 2 * k * R
    m = hyp1f1(c, 2, z)
    dm = 2 * k * c / 2 * hyp1f1(c + 1, 3, z)
    damp = np.exp(-k * R)
    return R * damp * m, damp * ((1 - k * R) * m + R * dm)


def inner_pseudo(E, q_used):
    """Regular solution with the separable term, and its slope at R."""
    strength = B + (E0 - E) * q_used

    def rhs(r, y):
        hom, dhom, part, dpart, _, _ = y
        w = V_LOC - E
        return [dhom, w * hom, dpart, w * part + beta(r),
                beta(r) * hom, beta(r) * part]

    y = solve_ivp(rhs, (0, R), [0, 1, 0, 0, 0, 0], method="DOP853",
                  rtol=1e-12, atol=1e-14).y[:, -1]
    t = strength * y[4] / (1 - strength * y[5])
    return y[0] + t * y[2], y[1] + t * y[3]


models = {
    "true": inner_true,
    "with q": lambda E: inner_pseudo(E, q_closed),
    "without q": lambda E: inner_pseudo(E, 0.0),
}


def log_derivative(model, E):
    value, slope = models[model](E)
    return slope / value


# Energy derivative of L at the reference energy
dE = 1e-3
L_slope = {}
weight = {}
for name in models:
    assert abs(log_derivative(name, E0)) < 1e-8
    L_slope[name] = (log_derivative(name, E0 + dE)
                     - log_derivative(name, E0 - dE)) / (2 * dE)
    weight[name] = -value_R**2 * L_slope[name]
assert abs(weight["true"] - norm_true) < 2e-6
assert abs(weight["with q"] - norm_true) < 2e-6
assert abs(weight["without q"] - norm_pseudo) < 2e-6


def outer(E):
    """Decaying Coulomb solution, integrated inward to R."""
    k = np.sqrt(-E)
    far = 60.0
    start = 1e-20
    y = solve_ivp(lambda r, y: [y[1], (-2 / r - E) * y[0]], (far, R),
                  [start, start * (-k + 1 / (k * far))], method="DOP853",
                  rtol=1e-11, atol=1e-40).y[:, -1]
    return y / np.hypot(y[0], y[1])


def bound_level(model, low, high):
    def wronskian(E):
        value, slope = models[model](E)
        out_value, out_slope = outer(E)
        return slope * out_value - value * out_slope
    return brentq(wronskian, low, high, xtol=1e-11)


level_1s = {name: bound_level(name, -1.3, -0.8) for name in models}
level_2s = {name: bound_level(name, -0.40, -0.16) for name in models}
for name in models:
    assert abs(level_1s[name] - E0) < 1e-7
assert abs(level_2s["true"] + 0.25) < 1e-7
error_2s = {name: level_2s[name] + 0.25 for name in models}
assert abs(error_2s["with q"]) < abs(error_2s["without q"]) / 5

print(f"matching radius R = {R:.1f} bohr")
print(f"u(R) = {value_R:.6f} bohr^-1/2")
print(f"u'(R) = {abs(round(slope_R, 6)):.6f} bohr^-3/2")
print(f"coefficient a = {a:.6f} bohr^-3/2")
print(f"coefficient b = {b:.6f} bohr^-7/2")
print(f"true u at 0.5 bohr = {u_true(0.5):.6f} bohr^-1/2")
print(f"pseudo u at 0.5 bohr = {u_pseudo_inner(0.5):.6f} bohr^-1/2")
print(f"true second derivative at R = {curv_true:.4f} bohr^-5/2")
print(f"pseudo second derivative at R = {curv_pseudo:.4f} bohr^-5/2")
print(f"true inner norm = {norm_true:.6f} (dimensionless)")
print(f"pseudo inner norm = {norm_pseudo:.6f} (dimensionless)")
print(f"q by quadrature = {q_num:.6f} (dimensionless)")
print(f"q from closed form = {q_closed:.6f} (dimensionless)")
print(f"q / true inner norm = {100 * q_closed / norm_true:.2f} percent")
print(f"full pseudo norm = {full_pseudo_norm:.6f} (dimensionless)")
print(f"generalized norm with S = {generalized_norm:.6f} (dimensionless)")
print(f"reference energy E0 = {E0:.1f} Ry")
print(f"inner local potential = {V_LOC:.1f} Ry")
print(f"B = {B:.6f} Ry")
print(f"B + E0 q = {B + E0 * q_closed:.6f} Ry")
for name in models:
    print(f"dL/dE at E0, {name} = {L_slope[name]:.5f} 1/(bohr Ry)")
    print(f"-u(R)^2 dL/dE, {name} = {weight[name]:.5f} (dimensionless)")
    print(f"1s level, {name} = {level_1s[name]:.6f} Ry")
    print(f"2s level, {name} = {level_2s[name]:.6f} Ry")
for name in ("with q", "without q"):
    print(f"2s level error, {name} = {error_2s[name]:.6f} Ry")
ratio = abs(error_2s["without q"] / error_2s["with q"])
print(f"2s error ratio, without q / with q = {ratio:.1f}")
print("every check passed")
```

Running it gives:

```
matching radius R = 1.0 bohr
u(R) = 0.735759 bohr^-1/2
u'(R) = 0.000000 bohr^-3/2
coefficient a = 1.103638 bohr^-3/2
coefficient b = -0.367879 bohr^-7/2
true u at 0.5 bohr = 0.606531 bohr^-1/2
pseudo u at 0.5 bohr = 0.505834 bohr^-1/2
true second derivative at R = -0.7358 bohr^-5/2
pseudo second derivative at R = -2.2073 bohr^-5/2
true inner norm = 0.323324 (dimensionless)
pseudo inner norm = 0.262937 (dimensionless)
q by quadrature = 0.060386 (dimensionless)
q from closed form = 0.060386 (dimensionless)
q / true inner norm = 18.68 percent
full pseudo norm = 0.939614 (dimensionless)
generalized norm with S = 1.000000 (dimensionless)
reference energy E0 = -1.0 Ry
inner local potential = -2.0 Ry
B = -0.386672 Ry
B + E0 q = -0.447059 Ry
dL/dE at E0, true = -0.59726 1/(bohr Ry)
-u(R)^2 dL/dE, true = 0.32332 (dimensionless)
1s level, true = -1.000000 Ry
2s level, true = -0.250000 Ry
dL/dE at E0, with q = -0.59726 1/(bohr Ry)
-u(R)^2 dL/dE, with q = 0.32332 (dimensionless)
1s level, with q = -1.000000 Ry
2s level, with q = -0.249511 Ry
dL/dE at E0, without q = -0.48571 1/(bohr Ry)
-u(R)^2 dL/dE, without q = 0.26294 (dimensionless)
1s level, without q = -1.000000 Ry
2s level, without q = -0.244911 Ry
2s level error, with q = 0.000489 Ry
2s level error, without q = 0.005089 Ry
2s error ratio, without q / with q = 10.4
every check passed
```
